# Kohn-Sham, Fundamental and Excitation Gaps from the Helium Density

A helium atom has a fixed point nucleus of charge 2 and two nonrelativistic electrons. Atomic units are used: lengths in bohr, energies in hartree. The distances of the electrons from the nucleus are $r_1$ and $r_2$, their separation is $r_{12}$, and

$$
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{2}{r_1}-\frac{2}{r_2}+\frac1{r_{12}} .
$$

The Kohn-Sham potential $v_s(r)$ is the local potential in which two noninteracting electrons have the ground-state density $\rho(r)$ of this atom. It is taken to vanish at infinity. Numerical values come from the accompanying calculation, whose output follows the text.

## Part (a): correlated energies

**Question.** Set up a variational calculation of S states in the variables $r_1,r_2,r_{12}$. Obtain the ground-state energy, the ionization energy $I$, and the excitation energies to $2^3S$ and $2^1S$.

**Answer.** An S state depends on the shape of the triangle formed by the nucleus and the electrons, not on its orientation. A suitable expansion is

$$
\psi=\sum_{ijk}c_{ijk}\left[r_1^i r_2^j r_{12}^k e^{-ar_1-br_2}\pm(1\leftrightarrow2)\right],
$$

with the plus sign for singlets and the minus sign for triplets. The coefficients and $\psi$ are real.

For the volume element, fix $\mathbf r_1$ and let $\theta$ be the angle between $\mathbf r_1$ and $\mathbf r_2$. From $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ at fixed $r_1,r_2$, we have $\sin\theta\,d\theta=r_{12}\,dr_{12}/(r_1r_2)$, so

$$
d^3r_2=2\pi r_2^2\sin\theta\,d\theta\,dr_2=\frac{2\pi}{r_1}\,r_2r_{12}\,dr_2\,dr_{12}. \tag{1}
$$

Multiplying by $4\pi r_1^2dr_1$ gives the full element $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$.

Integration by parts turns the kinetic energy into $\frac12\int(|\nabla_1\psi|^2+|\nabla_2\psi|^2)$. Moving electron 1 changes both $r_1$ and $r_{12}$, hence

$$
\nabla_1\psi=\frac{\mathbf r_1}{r_1}\frac{\partial\psi}{\partial r_1}+\frac{\mathbf r_1-\mathbf r_2}{r_{12}}\frac{\partial\psi}{\partial r_{12}} .
$$

The two unit vectors have the scalar product

$$
c_1=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1r_{12}}=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}},
$$

because $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$. Therefore

$$
|\nabla_1\psi|^2=\left(\frac{\partial\psi}{\partial r_1}\right)^2+\left(\frac{\partial\psi}{\partial r_{12}}\right)^2+2c_1\frac{\partial\psi}{\partial r_1}\frac{\partial\psi}{\partial r_{12}},
$$

and the expression for electron 2 follows by exchanging labels.

The triangle inequalities are removed by the variables

$$
u_1=r_2+r_{12}-r_1,\quad u_2=r_1+r_{12}-r_2,\quad u_3=r_1+r_2-r_{12},
$$

which run independently from zero to infinity. Their inverse is $r_1=(u_2+u_3)/2$, $r_2=(u_1+u_3)/2$, $r_{12}=(u_1+u_2)/2$, with Jacobian $1/4$. The factor $r_1r_2r_{12}$ in the volume element cancels the denominators in the energy. Every matrix element is then a sum of products of integrals $\int_0^\infty u^ne^{-\beta u}du=n!/\beta^{n+1}$.

Making the energy stationary with respect to the coefficients gives $\mathbf{Hc}=E\mathbf{Sc}$, where $\mathbf S$ is the overlap matrix. For the ground state, $a=2$, $b=1.344$ and $i+j+k\le6$ give 84 functions. The excited states use additional or different functions with the more diffuse exponent $b=0.6$. The results are

$$
E(1^1S)=-2.903719,\quad E(2^1S)=-2.145973,\quad E(2^3S)=-2.175229 .
$$

Raising the polynomial degree from 5 to 6 lowers the ground-state energy by $8\times10^{-6}$ hartree. The energies are upper bounds for their respective states, apart from rounding; for $2^1S$ this holds because it is the second root of the singlet problem. Differences of these energies are not bounds.

The one-electron ion has energy $-2^2/2=-2$, so

$$
I=E(\mathrm{He}^+)-E(\mathrm{He})=-2+2.90372=0.90372 .
$$

The excitation energies are

$$
\omega_T=-2.175229+2.903719=0.72849,
$$

$$
\omega_S=-2.145973+2.903719=0.75775,
$$

both in hartree.

## Part (b): from the wavefunction to the potential

**Question.** Express $\rho$ through $\psi$, and derive $v_s$ from $\rho$ up to an additive constant. What does the nuclear singularity require of the density?

**Answer.** For normalized $\psi$, either electron may be the one found at $\mathbf r_1$. Equation (1) gives

$$
\rho(r_1)=2\int|\psi|^2d^3r_2
=\frac{4\pi}{r_1}\int_0^\infty dr_2\,r_2\int_{|r_1-r_2|}^{r_1+r_2}dr_{12}\,r_{12}|\psi|^2 .
$$

The noninteracting ground state places both electrons, with opposite spins, in one nodeless orbital $\phi_1$. Thus $\rho=2\phi_1^2$ and $\phi_1=\sqrt{\rho/2}$. This orbital satisfies

$$
-\tfrac12\nabla^2\phi_1+v_s\phi_1=\varepsilon_{1s}\phi_1 .
$$

Since $\phi_1$ has no zero, we may divide by it:

$$
v_s=\varepsilon_{1s}+\frac{\nabla^2\phi_1}{2\phi_1}.
$$

Let $L=\ln\rho$. Then $\phi_1$ is a constant times $e^{L/2}$, and

$$
\frac{\phi_1'}{\phi_1}=\frac{L'}2,\qquad
\frac{\phi_1''}{\phi_1}=\frac{L''}{2}+\frac{L'^2}{4}.
$$

With $\nabla^2\phi_1=\phi_1''+2\phi_1'/r$ for a spherical function,

$$
v_s(r)=\varepsilon_{1s}+\frac12\left[\frac{L''}{2}+\frac{L'^2}{4}+\frac{L'}r\right]. \tag{2}
$$

For one orbital, inversion therefore needs no iteration. With several occupied orbitals the density does not give each orbital separately, and equation (2) does not apply.

Near the nucleus the singular part of (2) is $L'(0)/(2r)$. The Hartree and exchange-correlation potentials remain finite there, so this must equal $-2/r$, which requires $L'(0)=-4$. The calculated slope is $-3.9992$.

## Part (c): the constant and the tail

**Question.** Find $\varepsilon_{1s}$ and the leading form of $v_s$ at large $r$ from the decay of the density. Compare with the inverted potential.

**Answer.** Put electron 1 far from the nucleus while electron 2 remains in the ion's ground state. The leading part of the wavefunction is $g(r_1)\chi(r_2)$, where $\chi$ is the ion's 1s orbital. Projecting the Schrödinger equation onto $\chi$ gives

$$
\left[-\frac12\nabla^2-\frac2r+\frac1r\right]g=(E_{\mathrm{He}}-E_{\mathrm{He}^+})g=-Ig
$$

at leading order. The repulsion is $1/r$ because the remaining electron looks like a unit charge from far away. Excited states of the ion enter through higher multipoles and are suppressed by further inverse powers of $r$.

Try $g=r^\beta e^{-\kappa r}$. Through order $1/r$,

$$
\frac{\nabla^2g}{g}=\kappa^2-\frac{2\kappa(\beta+1)}r .
$$

Substitution gives

$$
-\frac{\kappa^2}{2}+\frac{\kappa(\beta+1)-1}{r}=-I .
$$

Hence $\kappa=\sqrt{2I}$ and $\kappa(\beta+1)=1$. The value $\kappa\simeq1.344$ explains the choice of $b$ for the ground state.

At large $r$ the density is proportional to $g^2$, so $\phi_1$ is proportional to $g$. The inversion formula becomes

$$
v_s=\varepsilon_{1s}+\frac12\frac{\nabla^2g}{g}
=\varepsilon_{1s}+I-\frac1r+\cdots .
$$

The condition $v_s(\infty)=0$ fixes

$$
\varepsilon_{1s}=-I,\qquad v_s\simeq-\frac1r .
$$

With this constant, equation (2) gives the following values for the 84-function density. Because (2) contains second derivatives of $\ln\rho$, the potential is less accurate than the energy: the fourth decimal of $v_s$, and at 4 and 5 bohr also the third, should not be taken as converged.

| $r$ (bohr) | $\rho$ (bohr$^{-3}$) | $v_s$ (hartree) |
|---:|---:|---:|
| 1 | $9.87\times10^{-2}$ | $-1.0829$ |
| 2 | $4.47\times10^{-3}$ | $-0.5000$ |
| 3 | $2.41\times10^{-4}$ | $-0.3336$ |
| 4 | $1.40\times10^{-5}$ | $-0.2492$ |
| 5 | $8.41\times10^{-7}$ | $-0.1983$ |

At 5 bohr the inverted potential differs from $-1/r$ by $0.0017$ hartree. The constant $I$ came from total energies and was not fitted to the potential. The check is not fully independent, however, because the basis exponent $b$ was chosen equal to $\kappa$, which builds the correct exponential decay into the density. The close agreement with $-1/r$ at 2 bohr is partly accidental, because $v_s+1/r$ changes sign near that radius. The deviations of $0.0008$ at 4 bohr and $0.0017$ at 5 bohr grow with $r$ where they should die out; they are numerical error, not a property of the potential.

The variational energy controls the far tail weakly, because very little density lies there. The finite expansion also has integer powers of $r$, whereas $\beta=1/\kappa-1$ is not an integer. The inverted potential is therefore used up to a joining radius and replaced by $-1/r$ beyond it. This matters for the 2s orbital, which reaches much farther out than the density.

## Part (d): the Kohn-Sham gap

**Question.** Find the lowest two s eigenvalues of $v_s$ and estimate how much their difference depends on the joined tail.

**Answer.** Expand the orbital in functions $f_n(r)$, each a polynomial times $e^{-r}$. The matrix elements are

$$
h_{mn}=\int_0^\infty r^2\left[\frac12f_m'f_n'+v_sf_mf_n\right]dr,
\qquad
s_{mn}=\int_0^\infty r^2f_mf_n\,dr .
$$

The derivative term is the kinetic energy after integration by parts. Solving $\mathbf{hd}=\varepsilon\mathbf{sd}$ with 30 functions and a joining radius of 5 bohr yields

$$
\varepsilon_{1s}=-0.90372,\qquad \varepsilon_{2s}=-0.15741 .
$$

Therefore

$$
\Delta\varepsilon=\varepsilon_{2s}-\varepsilon_{1s}
=-0.15741+0.90372=0.74631 .
$$

Joining at 4 or 6 bohr gives $0.74601$ or $0.74628$. The spread is $3\times10^{-4}$ hartree, so the gap is reported as $0.746$ hartree, or 20.3 eV.

The 1s solution checks the orbital solver and the algebra of (2). Its eigenvalue returns the constant $-I$ used in (2), to the digits shown. This does not test the value of $I$: nearly all of the 1s density lies inside the joining radius, so shifting the constant there would shift the eigenvalue by almost the same amount. The derivatives in (2) are taken from a polynomial fit of $\ln\rho$. Inside 5 bohr, the integrated absolute difference between $2\phi_1^2$ and this fitted density is $1.6\times10^{-6}$ electrons, compared with two electrons in the atom. Neither agreement tests the accuracy of the fit or of its derivatives: by construction of (2), $e^{L/2}$ solves the orbital equation with eigenvalue $-I$ inside the joining radius for any smooth $L$, accurate or not.

## Part (e): the fundamental gap

**Question.** Define the fundamental gap, justify the value of $A$ used for helium, and obtain the derivative discontinuity.

**Answer.** Let $E_N$ be the lowest energy with $N$ electrons. Then

$$
I=E_1-E_2,\qquad A=E_2-E_3,\qquad E_g=I-A .
$$

For three electrons, "lowest energy" means the greatest lower bound of the energy, whether or not a bound state attains it. A third electron can be put in a very broad packet far from the atom. Its kinetic energy and its interaction with the neutral atom can be made as small as desired, so $E_3\le E_2$ and $A\ge0$. Helium has no bound three-electron ground state below this limit. We take this as a physical input, and it gives $A=0$.

A finite-basis calculation illustrates the limit. The basis is aug-cc-pVDZ, to which s Gaussians of exponent $0.02$, $0.006$ and $0.002$ bohr$^{-2}$ are added in turn; once they are present, the cost is mostly the kinetic energy of the spread-out electron. With zero, one, two and three extra diffuse s functions, full configuration interaction gives attachment costs $E_3-E_2$ of $0.172$, $0.035$, $0.009$ and $0.003$ hartree. They remain positive and fall as the added electron is allowed to spread. This is evidence for the limit, not a proof that no bound state exists. Hence

$$
E_g=0.90372-0=0.90372\ \text{hartree}=24.59\ \text{eV}.
$$

To relate this to Kohn-Sham theory, let the average electron number vary. A fractional number describes a statistical mixture of neighboring integer systems, with energy linear between the integers. The slope of the energy is $-I$ just below $N=2$ and $-A$ just above it.

In Kohn-Sham theory, let $f$ be the occupation of the frontier orbital. Changing $f$ by $df$ at fixed orbitals changes the energy by $\varepsilon_f\,df$; the accompanying orbital changes do not contribute at first order, because the energy is stationary with respect to them. The slope is thus the frontier eigenvalue.

An infinitesimal addition leaves the density in any fixed finite region unchanged in the limit. The potential there can then change by at most a constant, called $\Delta$. The lowest empty orbital of $v_s$ is 2s, which lies below 2p because it penetrates the region where $v_s$ is deeper than $-1/r$. The frontier eigenvalue just above $N=2$ is $\varepsilon_{2s}+\Delta$, and it must equal $-A$. Using $\varepsilon_{1s}=-I$,

$$
\Delta=-A-\varepsilon_{2s}=(I-A)-(\varepsilon_{2s}-\varepsilon_{1s}). \tag{3}
$$

Because the added electron is unbound in helium, this argument is understood for an atom in a large sphere whose radius then tends to infinity. Numerically,

$$
\Delta=0.90372-0.74631=0.1574\ \text{hartree}\approx4.3\ \text{eV}.
$$

Joining the tail at 4 bohr gives $0.1577$ instead, so the fourth decimal is uncertain. The constant comes from the exchange-correlation potential, since the external and Hartree potentials do not jump when the density changes infinitesimally. The difference between the two gaps is thus present even for the accurate Kohn-Sham potential. It is not an error of an approximate functional.

## Part (f): comparison with the excitations

**Question.** Show to first order in the electron interaction why the Kohn-Sham gap lies between the triplet and singlet excitation energies. Compare all the gaps.

**Answer.** Connect the Kohn-Sham system to the interacting atom while keeping the ground-state density fixed. To first order in the coupling $\lambda$, take

$$
H_\lambda=\sum_{i=1}^2\left[-\tfrac12\nabla_i^2+v_s(r_i)-\lambda u(r_i)\right]+\frac{\lambda}{r_{12}},
$$

$$
u(\mathbf r)=\int\frac{\phi_1(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
$$

This choice of $u$ keeps the density fixed at first order. A first-order density change would require mixing the ground determinant with states in which one electron has moved to an orbital $\phi_a$. Apart from a common spin factor, the coupling is

$$
\int\!\!\int\frac{\phi_a(\mathbf r)\phi_1(\mathbf r)\phi_1(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
-\int\phi_a u\phi_1\,d^3r=0 .
$$

Double excitations do not change the one-electron density at first order.

Define

$$
J_{ab}=\int\!\!\int\frac{\phi_a(\mathbf r)^2\phi_b(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
$$

$$
K=\int\!\!\int\frac{\phi_1(\mathbf r)\phi_2(\mathbf r)\phi_1(\mathbf r')\phi_2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
$$

where $\phi_2$ is the 2s orbital. The expectation values of $u$ in 1s and 2s are $J_{11}$ and $J_{12}$. The first-order energy of the ground state is

$$
J_{11}-2J_{11}=-J_{11}.
$$

The excited spatial functions are $[\phi_1(1)\phi_2(2)\pm\phi_2(1)\phi_1(2)]/\sqrt2$, with plus for the singlet and minus for the triplet. Their first-order energies are

$$
(J_{12}\pm K)-(J_{11}+J_{12})=-J_{11}\pm K .
$$

Subtracting the ground-state term and setting $\lambda=1$ gives

$$
\omega_S^{(1)}=\Delta\varepsilon+K,\qquad
\omega_T^{(1)}=\Delta\varepsilon-K . \tag{4}
$$

The integral $K$ is positive because it is twice the electrostatic self-energy of the charge distribution $\phi_1\phi_2$. At this order the Kohn-Sham gap is therefore midway between the two excitations.

The calculated integral is $K=0.02278$. A separate diagonalization of $H_\lambda$ at small $\lambda$ gives slopes of $-0.02278$ for the triplet and $+0.02277$ for the singlet, in agreement with (4). It uses the same orbitals and Coulomb integrals, so it tests the form of (4) and not the value of $K$, whose last digit is uncertain. The first-order energies are

$$
\omega_T^{(1)}=0.74631-0.02278=0.72353,
$$

$$
\omega_S^{(1)}=0.74631+0.02278=0.76909 .
$$

The comparison, in hartree, is:

| Quantity | Value |
|:---|---:|
| Triplet excitation $\omega_T$ | 0.7285 |
| Kohn-Sham gap $\Delta\varepsilon$ | 0.746 |
| Singlet excitation $\omega_S$ | 0.7577 |
| Fundamental gap $I-A$ | 0.9037 |

The first-order energies inherit the $3\times10^{-4}$ uncertainty of $\Delta\varepsilon$. The first-order triplet energy is about $0.005$ below the accurate value, and the first-order singlet energy is about $0.011$ above it. Half the accurate splitting is $0.0146$, so $K$ overestimates it by about 56 percent of that value. The accurate mean excitation, $0.7431$, is also slightly below the Kohn-Sham gap. Higher-order terms therefore reduce the splitting and shift its center, but they do not change the ordering in helium.

The large distance to the fundamental gap has a direct physical meaning. For either excited state,

$$
I-\omega=(E_{\mathrm{He}^+}-E_{\mathrm{He}})-(E^*-E_{\mathrm{He}})=E_{\mathrm{He}^+}-E^* ,
$$

where $E^*$ is the excited-state energy. This is the energy needed to remove the excited electron from the ion it left behind: $0.1752$ for the triplet and $0.1460$ for the singlet. The Kohn-Sham value $-\varepsilon_{2s}$, about $0.157$ to $0.158$, lies between them. An electron excited within the atom feels the ion's $-1/r$ attraction, and so does an electron in the 2s Kohn-Sham orbital. An electron added far from neutral helium feels no such attraction.

Equation (4) is a first-order result for two electrons. With more electrons, the Coulomb terms need not cancel in this way. Near-degenerate states of the same symmetry must be treated together. The ordering found for helium is therefore not guaranteed for other atoms. The Kohn-Sham gap is a useful starting estimate for these helium excitations, but it is neither of the two excitation energies.

## Calculated quantities

```
Ground basis: 84 functions, exponents (2.0, 1.344) 1/bohr
E(1 singlet S) = -2.903719 hartree
Change from degree 5 to 6 = -8.25e-06 hartree
E(2 singlet S) = -2.145973 hartree
Singlet change, degree 4 to 5 = -7.98e-07 hartree
E(2 triplet S) = -2.175229 hartree
Triplet change, degree 5 to 6 = -2.32e-07 hartree
E(He+) = -2.000000 hartree
Virial ratio -V/T = 2.0000147
Integrated density = 2.00000000 electrons
Logarithmic density slope at nucleus = -3.9992 1/bohr
r=0.5 bohr: rho=5.43074e-01 bohr^-3, v_s=-2.68347 hartree
r=1.0 bohr: rho=9.86525e-02 bohr^-3, v_s=-1.08289 hartree
r=2.0 bohr: rho=4.46677e-03 bohr^-3, v_s=-0.50001 hartree
r=3.0 bohr: rho=2.41236e-04 bohr^-3, v_s=-0.33357 hartree
r=4.0 bohr: rho=1.39762e-05 bohr^-3, v_s=-0.24920 hartree
r=5.0 bohr: rho=8.40618e-07 bohr^-3, v_s=-0.19833 hartree
Inverted v_s + 1/r at 5 bohr = 0.00167 hartree
KS gap, tail joined at 4.0 bohr = 0.74601 hartree
KS gap, tail joined at 5.0 bohr = 0.74631 hartree
KS gap, tail joined at 6.0 bohr = 0.74628 hartree
Integrated density mismatch inside 5 bohr = 1.62e-06 electrons
KS epsilon_1s = -0.90372 hartree
KS epsilon_2s = -0.15741 hartree
Attachment cost, 0 extra diffuse s = 0.17163 hartree
Attachment cost, 1 extra diffuse s = 0.03498 hartree
Attachment cost, 2 extra diffuse s = 0.00905 hartree
Attachment cost, 3 extra diffuse s = 0.00276 hartree
Ionization energy I = 0.90372 hartree
Affinity limit A = 0.0 hartree
Fundamental gap I-A = 0.90372 hartree = 24.591 eV
KS gap = 0.74631 hartree = 20.308 eV
Triplet excitation = 0.72849 hartree = 19.823 eV
Singlet excitation = 0.75775 hartree = 20.619 eV
Derivative discontinuity = 0.15741 hartree = 4.283 eV
Exchange integral K = 0.02278 hartree
Small-coupling slopes: triplet -0.02278, singlet 0.02277 hartree
First-order triplet excitation = 0.72353 hartree
First-order singlet excitation = 0.76909 hartree
Half the accurate singlet-triplet splitting = 0.01463 hartree
Mean accurate excitation = 0.74312 hartree
```
